# Why high-energy boron profiles in amorphous silicon are negatively skewed

**Question.** Boron implanted into amorphous silicon at high energy leaves a depth profile with a long tail toward the surface. Large-angle scattering shortens the penetration of some ions, but why does this skew the profile instead of merely moving it, and how large is the skewness at 1 MeV?

**Answer.** If every ion lost the same depth, the profile would shift without changing shape. Skewness needs unequal losses. A fast boron ion is slowed mainly by electrons, which act as a drag and hardly turn it. Most ions therefore travel nearly straight until they are slow. A minority suffer a hard nuclear collision on the way and lose a sizeable part, sometimes most, of the depth they had left to travel. No collision can give an ion that is moving straight inward a comparable gain, so these rare losses form a tail on the shallow side.

Let $x$ be the depth at normal incidence, positive into the solid, and define

$$\gamma=\frac{\langle(x-\langle x\rangle)^3\rangle}{\langle(x-\langle x\rangle)^2\rangle^{3/2}} .$$

A tail toward the surface gives $\gamma<0$. The medium is taken as unbounded and random, so that collisions are independent; the surface is considered at the end. Formulas are in Hartree atomic units, while energies are quoted in keV or MeV and depths in micrometres.

### What a collision costs

Let the electronic force on the ion, of mass $M_1$, be $-k\mathbf v$. Between collisions

$$\frac{d\mathbf v}{dt}=-\lambda\mathbf v,\qquad \lambda=\frac{k}{M_1}.$$

Integrate the $x$ component from entry at speed $v_0$ to rest. The drag contributes $-\lambda\int v_x\,dt=-\lambda x$, and each collision adds a jump $\Delta v_x$. Hence $0-v_0=-\lambda x+\sum\Delta v_x$, or

$$x=\frac{v_0+\sum\Delta v_x}{\lambda}.$$

In this model, depth is lost in proportion to the forward velocity removed by collisions.

Now consider an elastic collision with a silicon atom at rest, of mass $M_2$. Define

$$m=\frac{M_2}{M_1+M_2},\qquad \mu=1-\cos\Theta,$$

where $\Theta$ is the centre-of-mass scattering angle. The centre of mass moves at $(1-m)v$, and the ion moves at $mv$ relative to it. After the collision, the velocity component along the old direction is

$$v_\parallel=(1-m)v+mv\cos\Theta=v(1-m\mu),$$

and the perpendicular component is $v_\perp=mv\sin\Theta$. Since $\sin^2\Theta=\mu(2-\mu)$, the new speed obeys

$$v'^2=v^2\left[(1-m\mu)^2+m^2\mu(2-\mu)\right]=v^2\left[1-2m(1-m)\mu\right].$$

The laboratory deflection $\psi$ follows from $\cos\psi=v_\parallel/v'$. The loss $m\mu v$ of forward velocity thus contains both the change of direction and the energy given to the recoil.

### How often hard collisions occur

For a Coulomb repulsion $Z_1Z_2/r$ and reduced mass $M_r$, the relative momentum changes by $2M_rv\sin(\Theta/2)$ along the symmetry axis of the orbit. Let $\phi$ be the polar angle from that axis and $b$ the impact parameter. Angular momentum conservation, $r^2\,d\phi/dt=vb$, gives $dt/r^2=d\phi/(vb)$. Equating the momentum change to the impulse,

$$2M_rv\sin\frac{\Theta}{2}
=\frac{Z_1Z_2}{vb}\int_{-(\pi-\Theta)/2}^{(\pi-\Theta)/2}\cos\phi\,d\phi
=\frac{2Z_1Z_2}{vb}\cos\frac{\Theta}{2}.$$

With $C=Z_1Z_2/M_r$ this is $b=(C/v^2)\cot(\Theta/2)$. Because $\cot^2(\Theta/2)=(2-\mu)/\mu$, the area for scattering beyond $\mu$ is

$$\pi b^2=\frac{\pi C^2}{v^4}\left(\frac2\mu-1\right),
\qquad d\sigma=\frac{2\pi C^2}{v^4}\frac{d\mu}{\mu^2}.$$

Atomic electrons screen the distant, soft collisions. The model represents this by

$$d\sigma=\pi a^2\,\frac{\eta(2+\eta)}{2(\mu+\eta)^2}\,d\mu,\qquad
\eta=\frac{2C^2}{v^4a^2},\qquad
a=\frac{0.8853}{\sqrt{Z_1^{2/3}+Z_2^{2/3}}}.$$

Its total is $\pi a^2$, because $\int_0^2d\mu/(\mu+\eta)^2=2/[\eta(2+\eta)]$. For fast ions $\eta\ll1$, and the Coulomb law returns when $\mu\gg\eta$.

### The two stages

Choose a boundary speed $v_c$. Stage 1 runs from $v_0$ down to $v_c$, stage 2 from $v_c$ to rest. Ions started forward at $v_c$ have depth variance $s^2$ and third central moment $t$.

To add stage 1, let $R(v)$, $V$ and $Q$ be the mean, variance and third central moment of the depth still to be travelled by a forward-moving ion of speed $v$. A collision changes the mean by $-\delta$, where

$$\delta=R(v)-\cos\psi\,R(v'),$$

and changes the other two moments to $V'$ and $Q'$, which belong to the new speed and direction.

Start the ion slightly faster, at $v+dv$. It covers the extra path $dv/\lambda$, which shifts all depths equally, and collides with probability $dp=N\,d\sigma\,dv/\lambda$, where $N$ is the atomic density. Apart from the shift, the mean falls by $\epsilon=\int\delta\,dp$.

Let $y$ be the deviation from the old mean for ions that do not collide. Their deviation from the new mean is $y+\epsilon$, with third moment $Q+3\epsilon V$ to first order. Let $y'$ be the deviation of collided ions from their own mean. Since $\langle y'\rangle=0$,

$$\langle(y'-\delta)^2\rangle=V'+\delta^2,\qquad
\langle(y'-\delta)^3\rangle=Q'-3\delta V'-\delta^3 .$$

Weighting both groups by their probabilities and keeping first order gives

$$dV=\int dp\,[\delta^2+V'-V],$$

$$dQ=\int dp\,[-\delta^3+Q'-Q-3\delta(V'-V)].$$

The term $+3\delta V$ in the second line comes from $3\epsilon V$. Integration from $v_c$ to $v_0$ yields

$$\boxed{\gamma=\frac{t-K_3+D_3}{(s^2+K_2+D_2)^{3/2}}},
\qquad K_n=\frac N\lambda\int_{v_c}^{v_0}dv\int d\sigma\,\delta^n,$$

$$D_2=\frac N\lambda\int_{v_c}^{v_0}dv\int d\sigma\,(V'-V),$$

$$D_3=\frac N\lambda\int_{v_c}^{v_0}dv\int d\sigma\,[Q'-Q-3\delta(V'-V)].$$

No approximation beyond the model has been made here, so $v_c$ is a bookkeeping choice. The term $-K_3$ is the mechanism in formula form: cubing gives most weight to the largest depth losses. The $D$ terms describe how a collision changes the spread of the later motion.

### Finding the remaining depth

The functions $R$, $V$ and $Q$ follow from the raw moments $M_n(v,c)=\langle x^n\rangle$ for an ion with direction cosine $c$. The extra path adds $c\,dv/\lambda$ to $x$, hence $nc\,x^{n-1}dv/\lambda$ to $x^n$. Adding the effect of collisions,

$$\lambda\frac{\partial M_n}{\partial v}=nc\,M_{n-1}+N\int d\sigma\,[M_n'-M_n],\qquad M_0=1.$$

Averaging over the azimuth of the collision turns $P_l(c')$ into $P_l(c)P_l(\cos\psi)$, so each Legendre component has its own equation. Write

$$M_1=Rc,\qquad M_2=A_0+A_2P_2,\qquad M_3=B_1P_1+B_3P_3 .$$

The identities $c^2=(1+2P_2)/3$ and $cP_2=(2P_1+3P_3)/5$ give these source terms:

- for $R$: $1$;
- for $A_0$ and $A_2$: $2R/3$ and $4R/3$;
- for $B_1$ and $B_3$: $3A_0+6A_2/5$ and $9A_2/5$.

For a component $F_l$ with source $S_l$,

$$\lambda\frac{dF_l}{dv}=S_l+N\int d\sigma\,[P_l(\cos\psi)F_l(v')-F_l(v)].$$

Since $v'\le v$, the equations can be solved upward in speed. The calculation starts at 0.02 atomic units, below which only drag is kept and $M_n=(cv/\lambda)^n$. Lowering this start speed to 0.005 changes the skewness found below from $-2.18$ to $-2.20$ at 1 MeV and from $-0.62$ to $-0.63$ at 100 keV, so the last digit depends on it. The central moments are then $V=M_2-M_1^2$ and $Q=M_3-3M_1M_2+2M_1^3$.

### The limit of weak scattering

If scattering is weak, $R\simeq v/\lambda$ and $\delta\simeq m\mu v/\lambda$. The quantities $V$ and $Q$ are themselves of first order in the collision rate, so $D_2$ and $D_3$ are of second order and drop out. With the Coulomb law,

$$K_2\simeq\frac{2\pi NC^2m^2}{\lambda^3}\int_{v_c}^{v_0}\frac{dv}{v^2}\int_0^2d\mu
=\frac{4\pi NC^2m^2}{\lambda^3}\left(\frac1{v_c}-\frac1{v_0}\right),$$

$$K_3\simeq\frac{2\pi NC^2m^3}{\lambda^4}\int_{v_c}^{v_0}\frac{dv}{v}\int_0^2\mu\,d\mu
=\frac{4\pi NC^2m^3}{\lambda^4}\ln\frac{v_0}{v_c}.$$

Both angular integrals equal 2 and need no small-angle cutoff. Collisions beyond $90^\circ$, where $\mu>1$, supply half of $K_2$ and three quarters of $K_3$.

The speed integrals show why high energy matters. The variance comes mostly from speeds near $v_c$ and saturates as $v_0$ grows. The third moment receives equal contributions from equal ratios of speed and keeps growing logarithmically. A collision at high speed is rarer, but it has more depth to destroy.

For stage 1 alone, $K_3/K_2^{3/2}$ varies as $(\lambda/N)^{1/2}$ at fixed speeds. In this limit, fewer collisions make the stage-1 distribution narrower but more skewed, as expected for a sum of rare events.

With the collision rate reduced tenfold, the boundary at 100 keV and only drag acting below it, simulated random flights reproduce these expressions within 3 percent at both 300 keV and 1 MeV.

### Boron at 1 MeV

Take charges 5 and 14, rounded masses 11 and 28 u, and a rounded silicon density of $0.0074\ \text{bohr}^{-3}$. The drag coefficient is a round $k=1$ atomic unit; the Lindhard–Scharff estimate is 0.66. Place the boundary at 100 keV. The initial and boundary speeds are then 1.915 and 0.605 atomic units. The values of $s^2$ and $t$ are taken from simulated flights started at the boundary speed; the $K$ and $D$ terms come from the moment equations.

The variance, in $\mu\text{m}^2$, is

$$s^2+K_2+D_2=0.00881+0.01223+0.00060=0.02164.$$

The third central moment, in $\mu\text{m}^3$, is

$$t-K_3+D_3=-0.000510-0.006588+0.000146=-0.006952.$$

Therefore

$$\gamma=\frac{-0.006952}{(0.02164)^{3/2}}=-2.18 .$$

A three-dimensional random-flight simulation of the same model with 300000 ions gives $-2.19$, with a sampling error of about $0.03$. Moving the boundary to 200 keV gives $-2.17$; the small difference reflects sampling noise in $s^2$ and $t$ and numerical error.

Stage 2 supplies about 40 percent of the variance but only 7 percent of the third moment. In stage 1, collisions beyond $30^\circ$ in the centre-of-mass frame produce 92.6 percent of $K_2$ and 99.4 percent of $K_3$, although there are only 0.21 of them per ion. The ratio $K_3/K_2=0.54\ \mu\text{m}$ is the mean depth loss weighted by $\delta^2$. It is well above the simulated standard deviation of $0.147\ \mu\text{m}$, which is why a minority of ions can control the skewness.

The cause can be tested by deleting just these hard stage-1 collisions from the simulation. The third moment falls in magnitude from 0.00690 to $0.00069\ \mu\text{m}^3$, and the skewness changes from $-2.19$ to about $-0.6$ (the moment equations with the same collisions removed give $0.00066\ \mu\text{m}^3$ and $-0.60$). The mean depth, however, rises only from 1.611 to $1.645\ \mu\text{m}$.

This last change qualifies the phrase "shortens penetration". Drag alone would give $2.032\ \mu\text{m}$, so collisions cost $0.421\ \mu\text{m}$ on average. Softer stage-1 collisions and stage 2 already cost $0.387\ \mu\text{m}$ without the hard stage-1 collisions; restoring these adds only $0.034\ \mu\text{m}$. Hard collisions shape the tail far more than they move the mean. The median, $1.635\ \mu\text{m}$, lies deeper than the mean, which the shallow tail pulls toward the surface.

The energy trend is also clear. The simulated skewness is $-0.62$ at 100 keV, $-1.00$ at 200 keV, $-1.30$ at 300 keV and $-2.19$ at 1 MeV. At 100 keV there is no stage 1, and the formula reduces to $t/s^3$.

### Where the estimates fail

The weak-scattering formulas are too crude at the real collision rate. For the 100 keV boundary they give $K_2=0.0289\ \mu\text{m}^2$ and $K_3=0.0224\ \mu\text{m}^3$, which are 2.4 and 3.4 times the full values. With the same $s^2$ and $t$, the predicted skewness is $-3.13$. They charge each hard collision with the drag-only depth $v/\lambda$, although later scattering would have taken part of that depth anyway. Between 200 keV and 1 MeV they also understate the relative growth of the skewness: with the same boundary, they raise its magnitude by only a third, whereas the simulated value more than doubles. One reason is that the ratio of $R$ to the drag-only depth $v/\lambda$ rises with speed, from about 0.49 at 100 keV to 0.79 at 1 MeV. Fast ions therefore have even more depth to lose than the weak-scattering scaling suggests, and over this range the third moment grows faster than logarithmically. The boxed formula is needed for both the number and the trend.

The far tail is delicate. Only 0.011 percent of the simulated ions end outside the surface, yet removing them changes $\gamma$ from $-2.19$ to $-2.04$; this shift rests on some thirty ions and is uncertain by a few hundredths. Each lies at least $1.611\ \mu\text{m}$ from the mean, so together they contribute at least $0.00011\times1.611^3\simeq0.0005\ \mu\text{m}^3$ to the magnitude of the third moment, about 7 percent of it. This correction omits ions that cross the surface and return in the unbounded model; in a real target they too could escape, but they are few and shift $\gamma$ by only about $0.01$ more.

Screening also weakens hard collisions. A Molière potential lowers the second and third angular moments, $\int\mu^2d\sigma$ and $\int\mu^3d\sigma$, by 15 and 13 percent relative to Rutherford scattering at 100 keV, but by less than 2 percent at 1 MeV. The model omits most of this reduction at large angles, and the discrepancy grows at the lower energies of stage 2. The effect is to make the profile more skewed, not less. The variance is made largely at low speed, where screening is strong, and the third moment largely at high speed, where it is weak. Solving the moment equations with the Molière cross-section and the same drag lowers the 1 MeV variance from $0.0217$ to $0.0177\ \mu\text{m}^2$ but the magnitude of the third moment only from $0.0070$ to $0.0066\ \mu\text{m}^3$. The skewness becomes about $-2.8$ at 1 MeV and $-1.1$ at 100 keV. The model also omits fluctuations of the electronic energy loss.

Finally, drag proportional to velocity fails near the maximum of the electronic stopping power, so the growth of the skewness must not be extrapolated to arbitrarily high energy. The value $\gamma\simeq-2.2$ belongs to the stated drag and scattering laws and is not a measured skewness. It is insensitive to the drag coefficient ($-2.16$ for $k=0.66$ and $-2.17$ for $k=1.2$, although the mean depth changes to $2.31$ and $1.37\ \mu\text{m}$) but sensitive to the scattering law, as the Molière value of about $-2.8$ shows. The numerical output lists the remaining values.

## Calculated quantities

```
charges: 5, 14; masses: 11, 28 u
atomic density N: 0.0074 bohr^-3
drag coefficient k: 1.00 a.u.
Lindhard-Scharff estimate of k: 0.660 a.u.
drag rate lambda: 4.9871e-05 a.u.
mass factor m: 0.7179; collision constant C: 4.8624e-03 a.u.
screening length: 0.2996 bohr; free path: 479.3 bohr
speeds at 1000, 100 keV: 1.9145, 0.6054 a.u.
drag-only range at 1000 keV: 2.032 um
stage-2 variance s2: 0.00881 um^2
stage-2 third moment t: -0.000510 um^3
full K2: 0.01223 um^2; D2: 0.00060 um^2
full K3: 0.006588 um^3; D3: 0.000146 um^3
closed-form K2: 0.02890 um^2; K3: 0.022440 um^3
share of full K2, K3 from angles above 30 deg: 92.6, 99.4 %
two-stage skewness at 1000 keV, boundary 100 keV: -2.18
closed-form skewness, same boundary: -3.13
two-stage skewness at 1000 keV, boundary 200 keV: -2.17
closed-form skewness, same boundary: -3.42
skewness at 100 keV, simulation and moment equations: -0.62, -0.62
skewness at 200 keV, simulation and moment equations: -1.00, -1.02
skewness at 300 keV, simulation and moment equations: -1.30, -1.28
skewness at 1000 keV, simulation and moment equations: -2.19, -2.18
simulated mean depth at 1000 keV: 1.611 um
simulated median depth at 1000 keV: 1.635 um
simulated standard deviation: 0.147 um
simulated variance: 0.02151 um^2
simulated third moment: -0.006900 um^3
hard collisions (>30 deg) per ion in stage 1: 0.207
control without hard stage-1 collisions, skewness: -0.62
control third moment: -0.000687 um^3
control mean depth: 1.645 um
ions ending outside surface: 0.011 %
skewness with those ions removed: -2.04
weak scattering 300 keV, simulation/formula K2, K3, count: 0.977, 0.973, 0.977
weak scattering 1000 keV, simulation/formula K2, K3, count: 1.001, 0.989, 0.988
Moliere/Rutherford moments 2, 3 at 100 keV: 0.847, 0.871
Moliere/Rutherford moments 2, 3 at 1000 keV: 0.985, 0.987
ions in 1000 keV simulation: 300000; control: 100000
```
